# The long-range repulsion of two identical Thomas-Fermi atoms

**Q.** Someone claims that scaling, plus a finite limit for infinite nuclear charge, forces the interaction of two identical neutral atoms to fall as $R^{-7}$. Which theory is meant?

**A.** Thomas-Fermi theory with fixed nuclei. I use Rydberg units, $\hbar=2m=1$ and $e^2=2$, so energies are in Ry and lengths in $a_0$. For two nuclei of charge $Z$ at separation $R$,

$$E[n]=\tfrac35(3\pi^2)^{2/3}\!\int n^{5/3}-\int Vn+\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}+\frac{2Z^2}{R},\qquad V=\sum_{i=1,2}\frac{2Z}{|\mathbf r-\mathbf R_i|}.$$

The interaction energy $D(Z,R)$ is the minimum of $E$ minus twice the energy of one atom. Let $\phi=V-2\int n(\mathbf r')/|\mathbf r-\mathbf r'|$ be the potential energy of a unit positive charge. Setting the variation to zero gives $(3\pi^2n)^{2/3}=\phi$, hence

$$n=\frac{\phi^{3/2}}{3\pi^2},\qquad \nabla^2\phi=8\pi n=\kappa\phi^{3/2},\qquad \kappa=\frac{8}{3\pi},$$

away from the nuclei.

**Q.** You imposed no electron number. Why is the result neutral?

**A.** Where $\phi<0$ the minimizing density is zero, so $\phi$ is harmonic there. It vanishes on the boundary of that region and at infinity, so it cannot be negative. An excess of electrons would make $\phi$ negative far away. A deficit would give $\phi\propto1/r$ and $n\propto r^{-3/2}$, which holds infinitely many electrons. Only neutrality remains.

**Q.** Now the scaling.

**A.** Put $n_Z(\mathbf r)=Z^2n_1(Z^{1/3}\mathbf r)$ and shrink the separation in the same way. The volume element supplies $Z^{-1}$.

- Kinetic energy: $Z^{10/3}Z^{-1}=Z^{7/3}$.
- Nuclear attraction: $Z\,Z^2\,Z^{1/3}Z^{-1}=Z^{7/3}$.
- Electron repulsion: $Z^4Z^{1/3}Z^{-2}=Z^{7/3}$.
- Nuclear repulsion: $2Z^2/R=Z^{7/3}\,[2/(Z^{1/3}R)]$.

Every term has the same factor, so

$$D(Z,R)=Z^{7/3}D(1,x),\qquad x=Z^{1/3}R.$$

Since $Z^{7/3}=(x/R)^7$, this is the same as

$$x^7D(1,x)=R^7D(Z,R).\tag{1}$$

Suppose $D(Z,R)$ tends to a finite $D_\infty(R)$ when $Z\to\infty$ at fixed $R$. Then $x\to\infty$, and the left side tends to $R^7D_\infty(R)$. It depends on $x$ alone, so its limit is one number $\Gamma$ for every $R$.

**Q.** If $\Gamma=0$, you have no $R^{-7}$ law.

**A.** Correct. Finiteness alone gives a decay no slower than $R^{-7}$. A pair function $Z^{7/3}e^{-Z^{1/3}R}$ has the right scaling and a finite limit, namely zero, and it decays exponentially. The claim needs a limit that is finite and positive. Thomas-Fermi theory provides both, but they must be proved.

**Q.** Start with positivity.

**A.** First change the charges. The density is stationary, so only the explicit dependence on $Z_1$ contributes:

$$\frac{\partial E}{\partial Z_1}=\frac{2Z}{R}-\int\frac{2n}{|\mathbf r-\mathbf R_1|}=\lim_{\mathbf r\to\mathbf R_1}\Big[\phi(\mathbf r)-\frac{2Z}{|\mathbf r-\mathbf R_1|}\Big].$$

Subtract the same expression for a free atom and count both nuclei:

$$\frac{\partial D}{\partial Z}=2\delta,\qquad \delta=(\phi-\phi_1)(\mathbf R_1),$$

where $\phi_1$ is the potential of atom 1 alone. Let $w=\phi-\phi_1$. The singularities at nucleus 1 cancel, and $w\to+\infty$ at nucleus 2. Where $w<0$, $\nabla^2w=\kappa(\phi^{3/2}-\phi_1^{3/2})<0$. Such a function has no interior minimum, yet it vanishes on the boundary of the region and at infinity. The region is therefore empty and $\delta\ge0$. As $Z\to0$ at fixed $R$, $D$ approaches $2Z^2/R\to0$. Hence $D\ge0$, and $D$ does not decrease as $Z$ grows.

**Q.** That still permits $D=0$.

**A.** The force removes that case. The electron gas has pressure $P=\tfrac25n\phi$, two thirds of its kinetic energy density. It is in balance, since $\nabla P=\phi^{3/2}\nabla\phi/(3\pi^2)=n\nabla\phi$. The force on one half of the molecule therefore passes through the midplane as gas pressure and electric stress. By symmetry the field lies in that plane, and field lines push sideways with pressure $|\nabla\phi|^2/(16\pi)$. So

$$F=-\frac{\partial D}{\partial R}=\int_{\rm midplane}\Big[\tfrac25n\phi+\frac{|\nabla\phi|^2}{16\pi}\Big]dS>0.\tag{2}$$

A function that is nowhere negative and falls strictly with $R$ is positive at every $R$. At fixed $R$, $D$ is thus positive and non-decreasing in $Z$. Its limit is positive or infinite.

**Q.** Infinite seems likely. You are adding charge without end.

**A.** The added electrons mostly settle near the nuclei. Try $\phi=A/r^4$ for an atom: $12A=\kappa A^{3/2}$, so

$$A=(12/\kappa)^2=\frac{81\pi^2}{4}\approx199.9\ \mathrm{Ry}\,a_0^4 .$$

This contains no $Z$. It exceeds $2Z/r$ near the origin, and the comparison used above then gives $\phi_1\le A/r^4$ everywhere. The outer atom stays bounded as $Z$ grows.

**Q.** A bounded tail is not a bounded energy.

**A.** Use a trial density. Confine each atom, neutral and spherical, to a ball of radius $a=R/2$. The balls touch but have no electrostatic interaction, so

$$D\le2\,[E_{\rm ball}(a)-E_{\rm atom}].$$

Inside a ball write $\psi=(3\pi^2n)^{2/3}$. It differs from the electrostatic potential by a constant, so $\nabla^2\psi=\kappa\psi^{3/2}$, and neutrality gives $\psi'(a)=0$. The field vanishes at the wall, so moving the wall does work against gas pressure alone:

$$-\frac{dE_{\rm ball}}{da}=4\pi a^2\,\tfrac25n\psi=4\pi a^2\,\frac{2\psi(a)^{5/2}}{15\pi^2}.$$

**Q.** And $\psi(a)$ at large $Z$?

**A.** Compare it with the solution $\psi_\infty$ that behaves as $A/r^4$ at the origin and also has zero slope at $a$. Let $S$ be the region where $u=\psi-\psi_\infty>0$. It excludes the neighbourhood of the origin. On its boundary either $u=0$ or the normal derivative is zero, so

$$\int_S|\nabla u|^2=-\int_Su\,\nabla^2u<0,$$

because $\nabla^2u>0$ in $S$. This is impossible, so $\psi\le\psi_\infty$.

Write $\psi_\infty=Ah/r^4$ and let primes on $h$ mean derivatives with respect to $\ln r$. The equation becomes

$$h''-7h'+12h=12h^{3/2},\tag{3}$$

with $h\to1$ at the origin and $h'=4h$ at the wall. Numerical integration outward gives the wall value $h_e=1.996$. It is independent of $a$, since (3) does not contain $\ln r$ explicitly. Thus $\psi(a)\le Ah_e/a^4$ for every $Z$.

As the ball grows, $E_{\rm ball}\to E_{\rm atom}$: one can cut off the free density and put the vanishing missing charge back inside at vanishing cost. Integrating the wall force from $a$ to infinity gives

$$E_{\rm ball}-E_{\rm atom}\le\frac{8(Ah_e)^{5/2}}{15\pi}\int_a^\infty\frac{da'}{a'^8}=\frac{K}{a^7},\qquad K=\frac{8(Ah_e)^{5/2}}{105\pi}=7.71\times10^4\ \mathrm{Ry}\,a_0^7 .$$

With $a=R/2$, $D\le2\cdot2^7K/R^7=256K/R^7$. The limit is finite, and with (1)

$$D(1,x)\,x^7\to\Gamma,\qquad 0<\Gamma\le256K=1.97\times10^7\ \mathrm{Ry}\,a_0^7 .$$

**Q.** That is a bound. What is $\Gamma$ itself?

**A.** It needs the two-centre solution for infinite charge, with $A/r^4$ at each nucleus. I solved this by polynomial collocation in bispherical coordinates, which resolve both nuclei on a logarithmic scale. Since $D_\infty=\Gamma/R^7$, the force is $7\Gamma/R^8$, and (2) gives

$$\Gamma=\tfrac17R^8F_\infty=1.028\times10^6\ \mathrm{Ry}\,a_0^7=1.63\times10^{-2}\ \mathrm{eV\,nm^7}.$$

The bound is about 19 times larger. Its trial density is confined to two balls and kept spherical in each, while the true density is free of both constraints.

**Q.** Can you get energies at finite charge without integrating the force?

**A.** Yes. The kinetic energy is $\tfrac35\int n\phi$. The electrostatic energy is half of each charge times the potential it feels: $-\tfrac12\int n\phi$ for the electrons, plus half of $Z$ times the regular part of $\phi$ at each nucleus. Adding these and subtracting the atoms,

$$D=Z\delta+\frac1{30\pi^2}\int\big(\phi^{5/2}-\phi_1^{5/2}-\phi_2^{5/2}\big)d^3r .$$

**Q.** How soon does the power law appear?

**A.** Differentiate the scaling law. With $D'$ the derivative of $D(1,x)$,

$$Z\frac{\partial D}{\partial Z}=\tfrac73D+\tfrac13Z^{7/3}xD',\qquad R\frac{\partial D}{\partial R}=Z^{7/3}xD'=-RF .$$

The first left side is $2Z\delta$. Eliminating $D'$ gives $7D=6Z\delta+RF$, so the local exponent is

$$p=-\frac{\partial\ln D}{\partial\ln R}=\frac{RF}{D}=7-\frac{6Z\delta}{D}\le7 .$$

The energy approaches the law from the shallow side. The same collocation method at finite charge gives:

| $x$ ($a_0$) | $p$ | $x^7D(1,x)/\Gamma$ |
|---:|---:|---:|
| 10 | 4.15 | 0.0069 |
| 100 | 6.21 | 0.335 |
| 1000 | 6.85 | 0.822 |
| 10000 | 6.97 | 0.967 |
| 100000 | 7.00 | 0.994 |

**Q.** Why is it so slow?

**A.** Take $Z=1$ and large $x$. Near nucleus 1, but outside its core, the neighbour adds a small $v$ to $\phi_1\approx A/r^4$. Linearizing,

$$\nabla^2v=\tfrac32\kappa\sqrt A\,\frac{v}{r^2}=\frac{18v}{r^2}.$$

The spherical part goes as $r^s$ with $s(s+1)=18$, so $s=(\sqrt{73}-1)/2=3+\lambda$ and $\lambda=(\sqrt{73}-7)/2=0.772$. At distances of order $x$, $v$ is of order $x^{-4}$. Followed inward to the core, whose size is fixed, it leaves $\delta\propto x^{-4-s}=x^{-7-\lambda}$. The identity for $7D$ then gives

$$\frac{d}{dx}\big[x^7D(1,x)\big]=x^6(7D-xF)=6x^6\delta\propto x^{-1-\lambda}.$$

Integration yields $x^7D=\Gamma-Cx^{-\lambda}$ to leading order. The table row at $x=10^4$ gives $C/\Gamma\approx0.033\times10^{4\lambda}\approx40$ with $x$ in $a_0$. The approach is slow because this coefficient is large and the exponent $\lambda$ is small. The computed $\delta$ between $x=10^4$ and $10^5$ gives $\lambda\approx0.76$, close to the asymptotic value.

**Q.** Some screened potentials used for implantation also rest on Thomas-Fermi atoms. Do they end as $R^{-7}$?

**A.** Firsov's does not. It is

$$V_F=\frac{2Z^2}{R}\,\chi\!\Big(\frac R{b_F}\Big),\qquad b_F=\Big(\frac{9\pi^2}{128}\Big)^{1/3}\frac{1}{(2\sqrt Z)^{2/3}},$$

with $\chi$ the atomic screening function, whose tail is $\chi(X)\to144/X^3$. Since $b_F^3=9\pi^2/(512Z)$,

$$V_F\to\frac{288Z^2b_F^3}{R^4}=\frac{81\pi^2}{16}\,\frac{Z}{R^4}.$$

This agrees with $Z^{7/3}$ scaling, because $Z^{7/3}x^{-4}=ZR^{-4}$. But it grows without limit as $Z\to\infty$ at fixed $R$, so the finite-limit condition fails and the exponent is 4. Scaling alone does not select 7.

**Q.** Then try silicon ions implanted into silicon.

**A.** Take $Z=14$, so $Z^{1/3}=2.41$. At $R=0.20$ nm $=3.78\,a_0$, $x=9.11$. The asymptotic formula gives $1.028\times10^6/3.78^7\approx93$ Ry, or about 1270 eV. The Thomas-Fermi energy at the same distance is 6.7 eV, so using the limiting law here errs by a factor of about 190. In the table below energies are in eV, and ZBL is the universal potential of Ziegler, Biersack and Littmark.

| $R$ (nm) | $p$ | TF | Firsov | ZBL |
|---:|---:|---:|---:|---:|
| 0.10 | 3.2 | 83 | 100 | 51 |
| 0.20 | 4.0 | 6.7 | 13 | 2.4 |
| 0.30 | 4.5 | 1.2 | 3.4 | 0.25 |
| 0.50 | 5.1 | 0.10 | 0.60 | 0.006 |

The exponent stays well below 7 throughout. For this $Z$, $x=1000$ means $R=22$ nm, and even there $D$ is 18% below $\Gamma/R^7$. The energy is then $14^{7/3}\times8.45\times10^{-16}$ Ry, about $5\times10^{-12}$ eV, which has no bearing on ion stopping.

**Q.** How far is the Thomas-Fermi column from a real silicon pair?

**A.** ZBL is a fitted model, not an exact reference, but it offers a scale. At equal $R$, Thomas-Fermi is higher by a factor of 1.6 at 0.10 nm and 17 at 0.50 nm. One omission is exchange. Dirac's local exchange energy, evaluated with the unrelaxed Thomas-Fermi densities, shifts $D$ by $-30$ eV at 0.10 nm and $-6.1$ eV at 0.20 nm. The second shift nearly cancels the repulsion, so a first-order correction is no longer reliable there.

The local kinetic energy is also strained. The reduced gradient $|\nabla n|/(2k_Fn)$, with $k_F=(3\pi^2n)^{1/3}$, is 0.7 for one atom at $r=0.05$ nm and 1.6 at $r=0.25$ nm, where it should be small. Relativity should matter less, judging by $(Z\alpha)^2\approx0.01$, with $\alpha$ the fine-structure constant. Covalent bonding is missing altogether. In their lowest molecular state, two silicon atoms bind by about 3 eV near 0.22 nm, and at 0.20 nm their interaction energy is still negative, while all three columns are positive. The table therefore does not describe slow encounters. In a crystal, neighbours at roughly 0.24 nm also spoil the isolated-pair picture.

**Q.** And at truly large distance?

**A.** Real neutral atoms have exponentially decaying densities, and correlated charge fluctuations make them attract. For atoms with spherical charge distributions this $R^{-6}$ attraction is the leading term before retardation matters. London's estimate $-\tfrac34I\alpha_p^2/R^6$, with rough silicon values $I\approx8$ eV for the ionization energy and $\alpha_p\approx40\,a_0^3$ for the polarizability, gives about $-0.01$ eV at 0.50 nm. Its size already exceeds the ZBL repulsion there. The open-shell $^3P$ term of silicon can also carry a permanent quadrupole moment. With spin-orbit coupling ignored, it adds an $R^{-5}$ energy of a few hundredths of an eV at this distance, with a sign that depends on orientation. That is comparable with the fine-structure spread of the term, about 0.03 eV. The lowest level, $^3P_0$, has $J=0$ and no quadrupole moment, so for two atoms in that level the first-order $R^{-5}$ energy vanishes and the $R^{-6}$ attraction leads at larger distances. Thomas-Fermi theory lacks both terms, and its algebraic density tail is its own. The $R^{-7}$ repulsion is a theorem about that theory, not the long-range law of real atoms.
